# Long-Channel Subthreshold Swing from Charge Balance and from Potential Response: a program that tests the result

```python
# Result under test: subthreshold swing of a long n-channel transistor,
#   S = ln(10) v [1 + (C_d + C_it)/C_ox] / [1 - v/(2(psi_s - v))],  v = kT/e
# psi_s: surface potential; C_d, C_it, C_ox: depletion, interface-trap and
# oxide capacitance per area. The denominator describes the thinning of the
# electron layer as the surface field grows.
# Independent road: nonlinear Poisson equation on a depth grid, with holes,
# electrons, acceptors and a sum over trap levels; numerical derivatives.
# SI units inside; trap density is per m^2 and per eV.
import numpy as np
from scipy.constants import e, k, epsilon_0
from scipy.linalg import solve_banded

T = 300.0
v = k * T / e
LN10 = np.log(10.0)
eps_s, eps_ox = 12 * epsilon_0, 4 * epsilon_0
n_i = 1e16
gap = 1.1                       # eV, intrinsic level at midgap
mobility = 0.03                 # m^2/(V s)
aspect = 1.0                    # channel width / length
n_levels = 220
level_step = gap / n_levels
levels = -gap / 2 + (np.arange(n_levels) + 0.5) * level_step


class Device:
    def __init__(self, doping, t_ox, trap_density):
        self.NA, self.Dit = doping, trap_density
        self.Cox = eps_ox / t_ox
        self.phiF = v * np.log(doping / n_i)
        width = np.sqrt(2 * eps_s * 2 * self.phiF / (e * doping))
        s = np.linspace(0, 1, 801)
        self.z = 3 * width * np.sinh(5 * s) / np.sinh(5)
        dz = np.diff(self.z)
        self.g = eps_s / dz
        self.box = np.r_[dz[0] / 2, (dz[1:] + dz[:-1]) / 2]
        self.width = width

    # derived formulas
    def analytic(self, psi):
        a = psi - v
        field = np.sqrt(2 * e * self.NA * a / eps_s)
        w = eps_s * field / (e * self.NA)
        Cd, Cit = eps_s / w, e * self.Dit
        m = 1 + (Cd + Cit) / self.Cox
        thinning = 1 - v / (2 * a)
        VG = psi + (eps_s * field + Cit * (psi - self.phiF)) / self.Cox
        return dict(field=field, w=w, Cd=Cd, Cit=Cit, m=m, VG=VG,
                    thinning=thinning, S=LN10 * v * m / thinning)

    # numerical solution: surface potential and channel charge
    def solve(self, VG, V=0.0):
        start = min(VG, 2 * self.phiF)
        psi = start * np.clip(1 - self.z[:-1] / self.width, 0, None) ** 2
        g, box = self.g, self.box
        for _ in range(300):
            p = self.NA * np.exp(-psi / v)
            n = n_i**2 / self.NA * np.exp((psi - V) / v)
            flux = g * np.diff(np.r_[psi, 0.0])
            F = flux + e * (p - n - self.NA) * box
            F[1:] -= flux[:-1]
            diag = -g - e * (p + n) / v * box
            diag[1:] -= g[:-1]
            fermi = psi[0] - self.phiF - V
            f = 1 / (1 + np.exp((levels - fermi) / v))
            # donor-like levels below midgap, acceptor-like levels above
            Qit = e * self.Dit * level_step * (n_levels / 2 - f.sum())
            dQit = -e * self.Dit * level_step * (f * (1 - f)).sum() / v
            F[0] += self.Cox * (VG - psi[0]) + Qit
            diag[0] += -self.Cox + dQit
            ab = np.zeros((3, len(psi)))
            ab[0, 1:], ab[1], ab[2, :-1] = g[:-1], diag, g[:-1]
            step = solve_banded((1, 1), ab, -F)
            psi = psi + np.clip(step, -0.05, 0.05)
            if np.max(np.abs(step)) < 1e-10:
                n = n_i**2 / self.NA * np.exp((psi - V) / v)
                return psi[0], e * np.sum(n * box)
        raise RuntimeError("Poisson solver did not converge")

    def current(self, VG, VD):
        x, weight = np.polynomial.legendre.leggauss(24)
        nodes = VD * (x + 1) / 2
        charge = np.array([self.solve(VG, V)[1] for V in nodes])
        return mobility * aspect * VD / 2 * np.sum(weight * charge)

    # swings of channel charge and of surface electron density
    def swings(self, VG, h=2e-3):
        up, down = self.solve(VG + h), self.solve(VG - h)
        return (2 * h * LN10 / np.log(up[1] / down[1]),
                2 * h * LN10 * v / (up[0] - down[0]))


# Worked example
dev = Device(1e23, 5e-9, 5e15)
psi = 1.5 * dev.phiF
A = dev.analytic(psi)
psi_num, Qi = dev.solve(A["VG"])
S_num, S_ns = dev.swings(A["VG"])
assert abs(psi_num - psi) < 1e-4
assert abs(S_num / A["S"] - 1) < 3e-3      # neglected order (v/psi_s)^2
assert abs(S_ns / (LN10 * v * A["m"]) - 1) < 5e-4
n_s = n_i**2 / dev.NA * np.exp(psi / v)
Qi_formula = e * n_s * v / A["field"]
assert abs(Qi / Qi_formula - 1) < 0.04     # first neglected term v/(2 psi_s)

print(f"Temperature: {T:.0f} K")
print(f"Thermal voltage kT/e: {v*1e3:.3f} mV")
print(f"Ideal swing ln10 kT/e: {LN10*v*1e3:.2f} mV/decade")
print(f"Relative permittivity, body: {eps_s/epsilon_0:.0f}")
print(f"Relative permittivity, oxide: {eps_ox/epsilon_0:.0f}")
print(f"Oxide thickness: {eps_ox/dev.Cox*1e9:.1f} nm")
print(f"Acceptor density: {dev.NA*1e-6:.1e} cm^-3")
print(f"Intrinsic density: {n_i*1e-6:.1e} cm^-3")
print(f"Trap density: {dev.Dit*1e-4:.1e} cm^-2 eV^-1")
print(f"Band gap: {gap:.1f} eV")
print(f"Fermi potential phi_F: {dev.phiF:.4f} V")
print(f"Surface potential 1.5 phi_F: {psi:.4f} V")
print(f"Gate voltage, formula: {A['VG']:.4f} V")
print(f"Surface potential, Poisson solver: {psi_num:.4f} V")
print(f"Surface field: {A['field']*1e-2:.3e} V/cm")
print(f"Depletion width: {A['w']*1e9:.1f} nm")
print(f"Electron layer thickness v/E_s: {v/A['field']*1e9:.2f} nm")
for name, value in (("C_ox", dev.Cox), ("C_d", A["Cd"]),
                    ("C_it", A["Cit"]), ("Channel Q_i/v", Qi / v)):
    print(f"{name}: {value*100:.4g} uF/cm^2")
print(f"C_d/C_ox: {A['Cd']/dev.Cox:.4f} (no unit)")
print(f"C_it/C_ox: {A['Cit']/dev.Cox:.4f} (no unit)")
print(f"Divider factor dV_G/dpsi_s: {A['m']:.4f} (no unit)")
print(f"Thinning denominator: {A['thinning']:.4f} (no unit)")
print(f"Swing without thinning: {LN10*v*A['m']*1e3:.2f} mV/decade")
print(f"Swing, full formula: {A['S']*1e3:.2f} mV/decade")
print(f"Swing, Poisson solver: {S_num*1e3:.2f} mV/decade")
print(f"Swing of surface density, solver: {S_ns*1e3:.2f} mV/decade")
print(f"Channel charge/e, formula: {Qi_formula/e*1e-4:.3e} cm^-2")
print(f"Channel charge/e, solver: {Qi/e*1e-4:.3e} cm^-2")

# Other devices, each at 1.5 phi_F
print("Other devices: swing by formula, by solver (mV/decade)")
for label, args in (("no traps", (1e23, 5e-9, 0.0)),
                    ("10 nm oxide", (1e23, 10e-9, 5e15)),
                    ("N_A 1e16 cm^-3", (1e22, 5e-9, 5e15)),
                    ("N_A 1e18 cm^-3", (1e24, 5e-9, 5e15))):
    other = Device(*args)
    B = other.analytic(1.5 * other.phiF)
    S_other = other.swings(B["VG"])[0]
    assert abs(S_other / B["S"] - 1) < 3e-3
    print(f"  {label}: {B['S']*1e3:.2f}, {S_other*1e3:.2f}")

# Mathematical limit of very large oxide capacitance, no traps
ideal = Device(1e23, 5e-12, 0.0)
I0 = ideal.analytic(1.5 * ideal.phiF)
S_ideal, S_ideal_ns = ideal.swings(I0["VG"])
assert abs(S_ideal_ns / (LN10 * v) - 1) < 5e-4
assert abs(S_ideal / I0["S"] - 1) < 3e-3
assert S_ideal > 1.01 * LN10 * v
print(f"Large C_ox, swing of density: {S_ideal_ns*1e3:.2f} mV/decade")
print(f"Large C_ox, swing of charge: {S_ideal*1e3:.2f} mV/decade")

# Range of validity in surface potential
print("Worked device along the sweep: formula, solver (mV/decade)")
for ratio in (1.2, 1.5, 1.8, 2.0):
    B = dev.analytic(ratio * dev.phiF)
    psi_here = dev.solve(B["VG"])[0]
    formula = dev.analytic(psi_here)["S"]
    numeric = dev.swings(B["VG"])[0]
    if ratio <= 1.5:
        assert abs(numeric / formula - 1) < 3e-3
    if ratio == 2.0:
        assert numeric > 1.05 * formula
    print(f"  psi_s = {psi_here/dev.phiF:.3f} phi_F: "
          f"{formula*1e3:.2f}, {numeric*1e3:.2f}")

# Drain bias: current from the integral over quasi-Fermi potential
clean = Device(1e23, 5e-9, 0.0)
for device in (clean, dev):
    B = device.analytic(1.5 * device.phiF)
    beta = B["Cit"] / (device.Cox * B["m"])
    g_drain = 1 - beta * B["thinning"]
    Q0 = device.solve(B["VG"])[1]
    for VD in (0.025, 0.5):
        factor = device.current(B["VG"], VD) / (mobility * aspect * v * Q0)
        predicted = (1 - np.exp(-g_drain * VD / v)) / g_drain
        assert abs(factor / predicted - 1) < 3e-3
        name = "with traps" if device.Dit else "no traps"
        print(f"Drain factor, {name}, V_D {VD*1e3:.0f} mV: "
              f"{predicted:.4f} formula, {factor:.4f} solver")

VD, h = 0.5, 2e-3
S_drain = 2 * h * LN10 / np.log(dev.current(A["VG"] + h, VD)
                               / dev.current(A["VG"] - h, VD))
assert abs(S_drain / A["S"] - 1) < 5e-3
decade = (dev.current(A["VG"] + A["S"] / 2, VD)
          / dev.current(A["VG"] - A["S"] / 2, VD))
assert abs(decade / 10 - 1) < 0.01
print(f"Swing of current at V_D {VD:.1f} V: {S_drain*1e3:.2f} mV/decade")
print(f"Mobility: {mobility*1e4:.0f} cm^2/(V s); W/L: {aspect:.0f}")
print(f"Drain current at V_D {VD:.1f} V: {dev.current(A['VG'], VD):.3e} A")
print(f"Current ratio for one swing in V_G: {decade:.3f} (no unit)")
print("success")
```

Output:

```
Temperature: 300 K
Thermal voltage kT/e: 25.852 mV
Ideal swing ln10 kT/e: 59.53 mV/decade
Relative permittivity, body: 12
Relative permittivity, oxide: 4
Oxide thickness: 5.0 nm
Acceptor density: 1.0e+17 cm^-3
Intrinsic density: 1.0e+10 cm^-3
Trap density: 5.0e+11 cm^-2 eV^-1
Band gap: 1.1 eV
Fermi potential phi_F: 0.4167 V
Surface potential 1.5 phi_F: 0.6250 V
Gate voltage, formula: 0.8502 V
Surface potential, Poisson solver: 0.6250 V
Surface field: 1.344e+05 V/cm
Depletion width: 89.1 nm
Electron layer thickness v/E_s: 1.92 nm
C_ox: 0.7083 uF/cm^2
C_d: 0.1192 uF/cm^2
C_it: 0.08011 uF/cm^2
Channel Q_i/v: 3.856e-05 uF/cm^2
C_d/C_ox: 0.1683 (no unit)
C_it/C_ox: 0.1131 (no unit)
Divider factor dV_G/dpsi_s: 1.2814 (no unit)
Thinning denominator: 0.9784 (no unit)
Swing without thinning: 76.27 mV/decade
Swing, full formula: 77.96 mV/decade
Swing, Poisson solver: 78.04 mV/decade
Swing of surface density, solver: 76.28 mV/decade
Channel charge/e, formula: 6.082e+06 cm^-2
Channel charge/e, solver: 6.222e+06 cm^-2
Other devices: swing by formula, by solver (mV/decade)
  no traps: 71.08, 71.16
  10 nm oxide: 95.07, 95.18
  N_A 1e16 cm^-3: 71.50, 71.62
  N_A 1e18 cm^-3: 97.64, 97.72
Large C_ox, swing of density: 59.54 mV/decade
Large C_ox, swing of charge: 60.91 mV/decade
Worked device along the sweep: formula, solver (mV/decade)
  psi_s = 1.200 phi_F: 79.69, 79.83
  psi_s = 1.500 phi_F: 77.96, 78.04
  psi_s = 1.800 phi_F: 76.74, 77.18
  psi_s = 1.994 phi_F: 76.12, 84.42
Drain factor, no traps, V_D 25 mV: 0.6198 formula, 0.6198 solver
Drain factor, no traps, V_D 500 mV: 1.0000 formula, 1.0000 solver
Drain factor, with traps, V_D 25 mV: 0.6421 formula, 0.6421 solver
Drain factor, with traps, V_D 500 mV: 1.0945 formula, 1.0945 solver
Swing of current at V_D 0.5 V: 78.01 mV/decade
Mobility: 300 cm^2/(V s); W/L: 1
Drain current at V_D 0.5 V: 8.462e-12 A
Current ratio for one swing in V_G: 9.982 (no unit)
success
```
